# The Projected Energy of a Walker-Sampled State Is Not Variational

A population of signed walkers moves over Slater determinants, spawning, dying and cancelling, until its average distribution settles towards the ground state. The full vector is too long to store, so the energy is read from the few determinants that couple to a reference. As the population grows, this energy may drift upward towards its limit. If it were an upper bound on the exact energy, it could never lie below that energy, and so could not approach it from below. Is something broken, or was the number never a bound?

## The belief and its appeal

Let $H$ be a real symmetric Hamiltonian matrix with a nondegenerate lowest eigenvalue $E_0$ and eigenvector $\psi$. Let $\phi$ be the unit vector of the reference determinant, labelled 0, and assume $\psi_0\neq0$. The projected energy of a sampled vector $v$ is

$$E_P(v)=\frac{\phi^T H v}{\phi^T v}=H_{00}+\sum_{j\neq0}H_{0j}\frac{v_j}{v_0}.$$

The belief is that $E_P(v)\ge E_0$, as for any energy computed from an approximate wave function.

There is a case in which this is true. Truncate the determinant space to a fixed set containing the reference, with projector $P$, and let $c$ be an eigenvector of the truncated problem, $PHPc=\varepsilon c$ with $Pc=c$. Since $P\phi=\phi$,

$$\phi^THc=\phi^TPHPc=\varepsilon\,\phi^Tc ,$$

so $E_P(c)=\varepsilon$ whenever $\phi^Tc\neq0$. Also $\varepsilon=c^THc/c^Tc\ge E_0$. Here the projected energy coincides with a variational energy and inherits its bound. The bound comes from $c$ being an eigenvector of a symmetric truncation, a property that a sampled vector need not have.

## First order against second order

Write $v=\psi+\delta$. Subtracting $E_0$ and using $(H-E_0)\psi=0$,

$$E_P(v)-E_0=\frac{\phi^T(H-E_0)v}{\phi^Tv}=\frac{\phi^T(H-E_0)\delta}{\phi^Tv}. \tag{1}$$

The error is of first order in $\delta$. Choose $\delta$ without a reference component, so that $\phi^Tv=\psi_0$ is unchanged. Replacing $\delta$ by $-\delta$ then reverses the error. Unless it vanishes, one of the two vectors lies below $E_0$.

The Rayleigh quotient $R(v)=v^THv/v^Tv$ behaves differently. Because $H$ is symmetric, $(H-E_0)\psi=0$ removes $\psi$ on both sides:

$$R(v)-E_0=\frac{\delta^T(H-E_0)\delta}{v^Tv}\ge0. \tag{2}$$

A model with three determinants shows the contrast. In Rydberg atomic units, with energies in Ry and imaginary time in 1/Ry, take

$$H=\begin{pmatrix}0&-0.30&-0.25\\-0.30&1.00&0.50\\-0.25&0.50&1.20\end{pmatrix}.$$

Diagonalization gives $E_0=-0.09421$ Ry and amplitude ratios $x_i=\psi_i/\psi_0$ equal to $0.22576$ and $0.10595$. Scale $\psi$ so that $\psi_0=1$ and add $0.10$ to both excited amplitudes. Equation (1) gives an error of $0.10\times(-0.30-0.25)=-0.055$ Ry; subtracting $0.10$ gives $+0.055$ Ry. The Rayleigh quotient is too high in both cases, by $0.030$ Ry when the amplitudes are raised and by $0.033$ Ry when they are lowered. Halving the change halves the projected error and reduces the Rayleigh error roughly fourfold.

Equation (1) also holds if $\phi$ is a more general trial vector. If $\phi=\psi$, the numerator vanishes and $E_P=E_0$ for every $v$ with $\phi^Tv\neq0$. For $\phi=\psi+\chi$ the numerator is $\chi^T(H-E_0)\delta$, since $\psi^T(H-E_0)=0$. The error is therefore of first order in $\chi$ as well and vanishes as the trial vector approaches $\psi$, but its sign is still not fixed.

## What is linear, and what averaging does

The projected energy is not linear in $v$. Its numerator and denominator are each linear, and the ratio does not change when $v$ is rescaled. For two vectors $u$ and $w$,

$$E_P(u+w)=\frac{\phi^THu+\phi^THw}{u_0+w_0}=\frac{u_0E_P(u)+w_0E_P(w)}{u_0+w_0}.$$

Energies combine with the reference amplitudes as weights. If numerator and denominator are averaged separately before dividing, the result tends to $E_P$ of the mean vector. Zero-mean noise then leaves no bias in the limit of long sampling. If the mean vector itself is wrong, however, equation (1) applies to it, and the error can have either sign.

## How the initiator rule makes the mean wrong

The initiator rule limits the growth of sign noise. In the form used here, a walker spawned from one excited determinant onto another is discarded if the target is empty and the parent holds at most three walkers in magnitude. The reference may always spawn. No exception is made when other walkers arrive on the empty target in the same step.

This is not a fixed truncation: whether a walker is discarded depends on the current populations, and both excited determinants stay in the space while part of the flow between them is removed. A simple caricature sets $H_{21}=0$ and keeps $H_{12}$. Call the resulting matrix $G$, with $Gv=\lambda v$. Its reference row is that of $H$, so $E_P(v)=\lambda$. Multiplying $(H-\lambda)v=(H-G)v$ from the left by $\psi^T$ gives

$$(E_0-\lambda)\,\psi^Tv=\psi_2H_{21}v_1 .$$

For the lowest eigenvector all amplitudes are positive in this model, and so is $H_{21}$. Hence $\lambda<E_0$; numerically $\lambda=-0.1034$ Ry. The asymmetry of $G$ is not essential. If $H_{12}$ is set to zero as well, the right-hand side gains the term $\psi_1H_{12}v_2$, with $v$ now the lowest eigenvector of the new matrix. Its amplitudes are again positive, so $\lambda$ still lies below $E_0$, although the matrix is symmetric. Two things matter here: a coupling is removed while both determinants are kept, and that coupling is positive between amplitudes of equal sign. For $H_{12}=-0.50$ Ry the same cuts raise the energy. By contrast, the fixed truncation to determinants 0 and 1 gives $-0.0831$ Ry, above $E_0$ as it must be.

For the real rule, hold the reference population at $N_0$ and the energy shift at $E_0$. This removes the separate bias caused by population control. Let $Q$ denote the excited determinants and $A=H_{QQ}-E_0$. This matrix is positive definite: a vector confined to $Q$ has a Rayleigh quotient of at least $E_0$, and equality would make it the ground state, which has a reference component.

In a time step $\tau$, the excited populations $n_Q$ change on average by $-\tau(H_{Q0}N_0+An_Q)$, minus the discarded walkers. Fractional numbers are rounded at random to integers with the correct mean. Let $K_i$ be the mean signed number of walkers discarded on determinant $i$ per unit time. In the stationary state the mean populations $m_Q$ satisfy

$$0=-H_{Q0}N_0-Am_Q-K .$$

The excited rows of $(H-E_0)\psi=0$, divided by $\psi_0$, read $H_{Q0}+Ax=0$. Substituting $H_{Q0}=-Ax$ and solving,

$$m_Q=N_0x-A^{-1}K. \tag{3}$$

Insert this into the projected energy:

$$E_P=H_{00}+\frac{H_{0Q}m_Q}{N_0}=\left(H_{00}+H_{0Q}x\right)-\frac{H_{0Q}A^{-1}K}{N_0}.$$

The bracket is $E_0$, by the reference row of the eigenvalue equation. Since $A$ is symmetric, $H_{0Q}A^{-1}=-x^T$, and the two minus signs combine to give

$$E_P-E_0=\frac{x\cdot K}{N_0}. \tag{4}$$

With pinned reference and shift, this holds without expansion in $K$. A real calculation does not know $E_0$. For a shift $S$ the same steps give $N_0(E_P-E_0)=x\cdot K+(E_0-S)\,x\cdot m_Q$, so a shift that settles at $E_P$ replaces the denominator $N_0$ in (4) by $N_0+x\cdot m_Q$. This changes the size of the bias but, for a positive denominator, not the sign rule. Discarding walkers whose sign agrees with the exact amplitude raises the energy. Discarding walkers of the opposite sign lowers it.

## The energy below the exact one

The model was sampled with 12000 independent chains at $N_0=5$ and time step $\tau=0.1$ 1/Ry. Equation (4) holds for any $\tau$ at which the populations reach a stationary state, but the discarded rates $K$, and with them the sizes of the biases quoted below, depend on $\tau$. The error bars are standard errors from the scatter between chains, or between pairs of chains for replica quantities. Without the initiator rule the projected energy is $-0.0941\pm0.0001$ Ry, in agreement with diagonalization. With the rule, the mean excited populations are $1.1646$ and $0.7198$, and

$$E_P=-\frac{0.30\times1.1646+0.25\times0.7198}{5}=-0.1059\ \text{Ry}.$$

This is $-1.440$ eV, against the exact $-1.282$ eV. It lies $0.0117\pm0.0001$ Ry below $E_0$, about 12 percent of the energy lowering $|E_0-H_{00}|$.

The discarded walkers account for the deficit. Their mean rates are $K_1=-0.1361$ and $K_2=-0.2625$ Ry, so equation (4) gives

$$\frac{0.22576(-0.1361)+0.10595(-0.2625)}{5}=-0.0117\ \text{Ry}.$$

Both exact amplitudes are positive, but the positive coupling $H_{12}$ makes positive walkers on one excited determinant spawn negative ones on the other. The rule removes part of this cancellation, and both populations become too large.

Reversing the coupling to $H_{12}=-0.50$ Ry makes the spawned signs agree with the amplitudes. The discarded rates become positive and the projected energy lies $0.0165\pm0.0003$ Ry above its new exact value, $-0.1944$ Ry. The same rule therefore errs in either direction, depending on the signs of the couplings.

For the original coupling, the bias fades as the reference population grows from 5 to 100, mainly because it becomes rare for an empty target to coincide with a parent holding at most three walkers. At $N_0=20$ the direct estimate is $-0.00005\pm0.00004$ Ry and equation (4) gives $-0.00014$ Ry. They differ by about two standard errors of the direct estimate, which by itself does not resolve a bias. At $N_0=100$ none is resolved either.

## What does give a bound

Let $v$ and $w$ come from independent replicas with the same mean vector $m=(N_0,m_Q)$. Independence lets the expectation values factorize:

$$\frac{\mathrm E[v^THw]}{\mathrm E[v^Tw]}=\frac{m^THm}{m^Tm}=R(m)\ge E_0 .$$

By equation (3), $m$ differs from the exact vector $N_0(1,x)$ by $\delta=(0,-A^{-1}K)$. Equation (2) then gives

$$R(m)-E_0=\frac{K^TA^{-1}K}{m^Tm},$$

which is of second order in the discarded rates, while (4) is of first order. With the initiator rule the sampled replica quotient is $-0.0920\pm0.0001$ Ry, or $-1.252$ eV. It lies $0.0022\pm0.0001$ Ry above $E_0$, within two standard errors of the $0.0020$ Ry that the formula gives with the rates and populations above, while the projected energy from the same chains lies $0.0117$ Ry below.

The bound belongs to the expectation values. Of the single replica pairs examined at one instant, counting those with positive overlap, 47 percent had a quotient below $E_0$. A finite average can also fall below by statistical error. The argument also needs the two means to be equal, or at least proportional: replacing one replica by the fixed vector $\phi$ turns the replica quotient back into $E_P$, and the bound is gone.

Nor is the replica quotient the only bound. By equation (2), the Rayleigh quotient of each single snapshot is one. Its weakness is noise. If $C$ is the covariance matrix of $v$, writing $v$ as its mean plus a fluctuation gives

$$\mathrm E[v^T(H-E_0)v]=m^T(H-E_0)m+\mathrm{tr}[(H-E_0)C],$$

because the cross terms average to zero. The last term is nonnegative and remains however long one samples. Without the initiator rule, where the mean vector is right, the ratio of averaged snapshot numerator to averaged denominator is still $+0.001$ Ry at the time step used here; its value depends strongly on $\tau$, rising to about $+0.013$ Ry as $\tau\to0$ and falling to $-0.011$ Ry at $\tau=0.2$ 1/Ry. That is a valid upper bound but a poor one: at $\tau=0.1$ 1/Ry it is no better than the energy of the bare reference determinant, $H_{00}=0$. Independent replicas remove this noise term from the expectation value, at the price that an individual estimate is no longer bounded.

An upward drift of the projected energy with population therefore need not signal a broken calculation. It is what equation (4) gives when the discarded walkers carry mainly the wrong sign and their weight fades. The numerical output below lists the sampled energies and populations.

## Table of computed values

```
diagonal energies: 0.00, 1.00, 1.20 Ry
couplings H01, H02, H12: -0.30, -0.25, 0.50 Ry
exact ground energy: -0.094214 Ry = -1.2818 eV
exact amplitude ratios x1, x2: 0.22576, 0.10595
amplitude error +/-0.10: projected -0.05500, +0.05500 Ry
   Rayleigh +0.02950, +0.03336 Ry
amplitude error +/-0.05: projected -0.02750, +0.02750 Ry
   Rayleigh +0.00770, +0.00819 Ry
vectors u=(1,0.4,0), w=(3,0,0.6): E_P -0.1200, -0.0500 Ry
   E_P(u+w) -0.0675 Ry, plain mean -0.0850 Ry
fixed subspace of determinants 0,1: E_P -0.083095 Ry
one-way cut of flow 1->2: E_P -0.103440 Ry
chains 12000, sampled steps 400, burn-in steps 150
time step 0.1 1/Ry, initiator if population > 3
no initiator rule, N0 = 5:
   mean populations: 1.1303, 0.5258
   projected energy: -0.09411 +/- 0.00012 Ry
   projected minus exact: +0.00011 Ry
   replica quotient: -0.09416 +/- 0.00015 Ry
   replica minus exact: +0.00005 Ry
   Rayleigh of mean vector: -0.09421 Ry
   snapshot quotient: 0.00105 +/- 0.00016 Ry
   single pairs below exact: 47.8 percent
initiator rule, N0 = 5:
   mean populations: 1.1646, 0.7198
   projected energy: -0.10586 +/- 0.00011 Ry
   projected minus exact: -0.01165 Ry
   replica quotient: -0.09202 +/- 0.00010 Ry
   replica minus exact: +0.00220 Ry
   Rayleigh of mean vector: -0.09217 Ry
   snapshot quotient: -0.01698 +/- 0.00013 Ry
   single pairs below exact: 47.0 percent
initiator projected energy: -1.4403 eV
initiator replica quotient: -1.2520 eV
initiator bias, measured / from discarded flux:
   N0=5: -0.01165 +/- 0.00011 / -0.01171 Ry
   N0=20: -0.00005 +/- 0.00004 / -0.00014 Ry
   N0=100: -0.00001 +/- 0.00001 / +0.00000 Ry
   N0=5, H12=-0.50 Ry: +0.01653 +/- 0.00028 / +0.01644 Ry
discarded rates K1, K2 at N0=5: -0.1361, -0.2625 Ry
same with H12=-0.50 Ry: +0.0829, +0.1590 Ry
exact energy with H12=-0.50 Ry: -0.194388 Ry
its amplitude ratios: 0.38385, 0.31693
```
